# When evanescent states acquire a real wavevector in a second-neighbour chain, part 1

(Sections cited here and not found follow in the second part.)

## The energy condition and the complex wavevector

A solver that looks for evanescent states only on the lines \(k=i\kappa\) and \(k=\pi/a+i\kappa\) can return nothing at an energy where decaying states exist. Take a chain with site energy 0, first-neighbour hopping \(-1\) eV and second-neighbour hopping 0.15 eV. On the first line its energy is \(-2\cosh\kappa a+0.30\cosh2\kappa a\) in eV, which never falls below \(-1.967\) eV. On the second line the first term changes sign and the energy is positive. At \(-2.10\) eV, which is 0.40 eV below the band edge, both searches therefore fail. The chain nevertheless has two states there that decay to the right, with \(\kappa a=1.167\) and real parts \(qa=\pm0.331\). A barrier calculation that omits them has no states with which to match the wavefunction at its boundaries.

The cure is to know in advance at which energies the evanescent states leave the two lines. For a chain with hoppings \(t_1\) and \(t_2\neq0\) and site energy \(e_0\), they do so if and only if

\[
\frac{E-E_*}{t_2}<0,\qquad E_*=e_0-2t_2-\frac{t_1^2}{4t_2}. \tag{1}
\]

### Assumptions and the site equation

The chain is infinite and uniform, with spacing \(a\) and one orthonormal orbital per site. The hoppings are real and the same to the left and to the right. The energy \(E\) is real, as it is for elastic tunnelling. The amplitude \(c_n\) on site \(n\) obeys

\[
Ec_n=e_0c_n+t_1(c_{n+1}+c_{n-1})+t_2(c_{n+2}+c_{n-2}). \tag{2}
\]

Since the coefficients do not depend on \(n\), we try \(c_n=\lambda^n\) with \(\lambda=e^{ika}\). Division by \(\lambda^n\) gives

\[
E=e_0+t_1\left(\lambda+\frac1\lambda\right)+t_2\left(\lambda^2+\frac1{\lambda^2}\right). \tag{3}
\]

We write \(k=q+i\kappa\), with \(q\) between \(-\pi/a\) and \(\pi/a\). Then \(\lambda=e^{iqa}e^{-\kappa a}\), so a state with \(\kappa>0\) decays to the right. The real part \(q\) sets the phase advance from site to site. An evanescent state with \(q=0\) keeps its sign, and one with \(q=\pi/a\) changes sign at every site. Any other evanescent state is called oblique below.

Multiplied by \(\lambda^2\), equation (3) is a quartic in \(\lambda\), so there are four roots. The equation is unchanged when \(\lambda\) is replaced by \(1/\lambda\), so every state that decays to the right has a partner that decays to the left. Its coefficients are real, so the complex conjugate of a root is also a root. An oblique root therefore belongs to a set of four, with wavevectors \(\pm q\pm i\kappa\).

### Reduction to a quadratic

The symmetry under \(\lambda\to1/\lambda\) suggests the variable

\[
X=\cos ka=\frac12\left(\lambda+\frac1\lambda\right).
\]

Squaring \(\lambda+1/\lambda=2X\) gives \(\lambda^2+2+1/\lambda^2=4X^2\), hence \(\lambda^2+1/\lambda^2=4X^2-2\). Inserting both sums in (3) gives

\[
E=e_0-2t_2+2t_1X+4t_2X^2. \tag{4}
\]

To complete the square, take out the factor \(4t_2\), which is allowed because \(t_2\neq0\):

\[
4t_2X^2+2t_1X
=4t_2\left(X+\frac{t_1}{4t_2}\right)^2-\frac{t_1^2}{4t_2}.
\]

The subtracted term is \(4t_2\) times \((t_1/4t_2)^2\). With

\[
x_*=-\frac{t_1}{4t_2} \tag{5}
\]

and \(E_*\) from (1), equation (4) becomes

\[
E-E_*=4t_2(X-x_*)^2. \tag{6}
\]

The energy \(E_*\) is thus the value at which the two solutions for \(X\) coincide.

### Why a non-real cosine means an oblique state

The addition theorem, with \(\cos(i\kappa a)=\cosh\kappa a\) and \(\sin(i\kappa a)=i\sinh\kappa a\), gives

\[
X=\cos qa\,\cosh\kappa a-i\sin qa\,\sinh\kappa a. \tag{7}
\]

The imaginary part vanishes in two ways. If \(\kappa=0\), the state propagates and \(X=\cos qa\) lies between \(-1\) and 1. If \(\sin qa=0\), then \(q=0\) or \(q=\pi/a\), and \(X=\cosh\kappa a\) or \(X=-\cosh\kappa a\). A real \(X\) of modulus above 1 therefore belongs to an evanescent state on one of the two lines searched in the opening example.

If \(X\) is not real, neither factor in the imaginary part of (7) vanishes. The state then has \(\kappa\neq0\) and a \(q\) different from 0 and \(\pm\pi/a\). Conversely, an oblique state has both factors nonzero and hence a non-real \(X\). Oblique states and non-real solutions \(X\) are the same thing.

Equation (6) now decides the matter. Its left side divided by \(4t_2\) is the square of \(X-x_*\), and \(x_*\) is real. If this quotient is positive or zero, both solutions are real. If it is negative, both are non-real. This proves condition (1).

Both solutions become non-real together, so an oblique state cannot coexist with a propagating state at the same energy. Oblique states therefore occur in a gap of the chain. On-line evanescent states are less restricted: inside the band, one solution may have \(|X|\le1\) while the other has \(|X|>1\).

### Where the branch energy lies

Propagating states have \(-1\le X\le1\). Consider \(t_2>0\); for \(t_2<0\) the same argument holds with the energy axis reversed. By (6) the lowest band energy is found by making \((X-x_*)^2\) as small as possible on this interval.

If \(|x_*|\le1\), equivalently \(|t_1|\le4|t_2|\), the choice \(X=x_*\) is allowed and the minimum is \(E_*\) itself. For \(|t_1|<4|t_2|\) this edge lies at the interior wavevector \(k_0\) with \(\cos k_0a=x_*\). The evanescent states below it are oblique from the edge onward.

If \(|x_*|>1\), equivalently \(|t_1|>4|t_2|\), the nearest allowed point is the end of the interval on the side of \(x_*\). The band edge is then at the zone centre or the zone boundary, and its distance from \(E_*\) is

\[
\begin{aligned}
\Delta_*&=4|t_2|\,(|x_*|-1)^2\\
&=4|t_2|\left(\frac{|t_1|-4|t_2|}{4|t_2|}\right)^2
=\frac{(|t_1|-4|t_2|)^2}{4|t_2|}.
\end{aligned} \tag{8}
\]

Between the band edge and \(E_*\) there is a window in which both decaying states are on-line. The real part is acquired only beyond \(E_*\).

Beyond the opposite band edge, oblique states do not occur, because there \((E-E_*)/t_2\) is positive. The two solutions are \(X=x_*\pm w\), where \(w=\sqrt{(E-E_*)/(4t_2)}\) exceeds the largest distance \(1+|x_*|\) reached in the band. One solution is therefore above 1 and the other below \(-1\), which gives one decaying state with \(q=0\) and one with \(q=\pi/a\).

Two limits help to place the result. As \(t_2\to0\) with \(t_1\neq0\) fixed, \(\Delta_*\) grows as \(t_1^2/(4|t_2|)\) and the branch energy moves away without limit. With \(t_2=0\) equation (4) is linear in \(X\), so \(X\) is real at every real energy and a first-neighbour chain has no oblique states. If instead \(t_1=0\), even and odd sites form two separate chains of period \(2a\). Then \(x_*=0\) and the oblique states have \(|q|=\pi/(2a)\), which is the zone boundary of each separate chain.

### The two parts of the wavevector

When (1) holds, define the positive number

\[
y=\sqrt{\frac{|E-E_*|}{4|t_2|}}. \tag{9}
\]

Equation (6) then reads \((X-x_*)^2=-y^2\), so \(X=x_*\pm iy\). To separate \(q\) from \(\kappa\), use the half-angle identities \(1+\cos z=2\cos^2(z/2)\) and \(1-\cos z=2\sin^2(z/2)\) with \(z=ka\). For \(z/2=u+iv\) one has

\[
\begin{aligned}
|\cos(u+iv)|^2&=\cos^2u+\sinh^2v=\tfrac12(\cosh2v+\cos2u),\\
|\sin(u+iv)|^2&=\sin^2u+\sinh^2v=\tfrac12(\cosh2v-\cos2u).
\end{aligned}
\]

Here \(2u=qa\) and \(2v=\kappa a\). Taking moduli of the half-angle identities gives

\[
|X+1|=\cosh\kappa a+\cos qa,\qquad
|X-1|=\cosh\kappa a-\cos qa.
\]

The left sides are known, because \(X=x_*\pm iy\):

\[
r_\pm=\sqrt{(x_*\pm1)^2+y^2}. \tag{10}
\]

Half the sum and half the difference are

\[
\cosh\kappa a=\frac{r_++r_-}{2},\qquad
\cos qa=\frac{r_+-r_-}{2}. \tag{11}
\]

The real part of (7) adds the relation \(\cos qa=x_*/\cosh\kappa a\). Both \(r_+\) and \(r_-\) grow with \(y\), so \(\kappa\) grows with distance from \(E_*\). For \(x_*\neq0\), \(|\cos qa|\) falls and \(|q|\) moves towards \(\pi/(2a)\), which it approaches as \(y\to\infty\). For \(\kappa>0\), the state with \(q>0\) has \(X=x_*-iy\), because the imaginary part in (7) carries a minus sign.

### How the real part sets in

**Interior edge.** Let \(|x_*|<1\) and \(s=\sin k_0a=\sqrt{1-x_*^2}\). Put \(ka=k_0a+\delta\) and expand \(\cos ka=x_*-iy\) to second order:

\[
x_*-s\delta-\tfrac12x_*\delta^2=x_*-iy
\quad\Rightarrow\quad
s\delta+\tfrac12x_*\delta^2=iy.
\]

The first-order solution is \(\delta=iy/s\). Its square is \(-y^2/s^2\), and inserting this in the quadratic term gives a real correction:

\[
\kappa a\simeq\frac ys,\qquad
qa\simeq k_0a+\frac{x_*y^2}{2s^3}. \tag{12}
\]

Near the edge, (6) gives \(E-E_*\simeq4t_2s^2a^2(k-k_0)^2\). Comparison with \(\hbar^2(k-k_0)^2/2m\) yields

\[
\frac{\hbar^2}{2|m|}=4|t_2|a^2s^2. \tag{13}
\]

Squaring \(\kappa=y/(sa)\) and using (9) and (13) gives \(\kappa^2=2|m||E-E_*|/\hbar^2\). Close to an interior edge, the decay is thus governed by the ordinary band mass, while \(q\) starts at \(k_0\) and shifts in proportion to \(|E-E_*|\).

**Branch point in the gap.** Let \(x_*>1\) and define \(\kappa_*\) by \(\cosh\kappa_*a=x_*\). With \(ka=i\kappa_*a+\delta\), the first-order change of the cosine is \(-i\sinh(\kappa_*a)\,\delta\). Setting it equal to \(-iy\) gives

\[
qa\simeq\frac{y}{\sinh\kappa_*a}=\frac{y}{\sqrt{x_*^2-1}}. \tag{14}
\]

The real part therefore starts as the square root of \(|E-E_*|\). For \(x_*<-1\) the same law holds with \(|q|\) measured from \(\pi/a\).

**Equal strengths.** If \(x_*=1\), then \(1-\cos ka=iy\). For small \(ka\) this is \((ka)^2\simeq2iy\), whose root with positive parts is \(ka\simeq\sqrt y\,(1+i)\). Here \(q\) and \(\kappa\) are equal to leading order. The band edge itself is quartic, \(E-E_*\simeq t_2(ka)^4\), so it has no finite effective mass. For \(x_*=-1\) the same statements hold with the wavevector measured from \(\pi/a\).

## Response, implementation and a silicon channel

The symbols carried over are these. The chain has spacing \(a\), site energy \(e_0\), first-neighbour hopping \(t_1\) and second-neighbour hopping \(t_2\). The wavevector is \(k=q+i\kappa\), and \(X=\cos ka\) obeys \(E-E_*=4t_2(X-x_*)^2\), with \(x_*=-t_1/(4t_2)\) and \(E_*=e_0-2t_2-t_1^2/(4t_2)\). Oblique states are evanescent states with \(q\) away from 0 and \(\pm\pi/a\); they exist when \((E-E_*)/t_2<0\). Then \(y=\sqrt{|E-E_*|/(4|t_2|)}\), \(r_\pm=\sqrt{(x_*\pm1)^2+y^2}\), \(\cosh\kappa a=(r_++r_-)/2\) and \(\cos qa=(r_+-r_-)/2\).

### What the real part does to a decaying response

Drive the chain at site 0 and call the response \(g_n\), so that \((E-H)g=\delta_{n0}\), where \(H\) is the chain Hamiltonian. In a gap, its Fourier representation is

\[
g_n=\frac1{2\pi}\int_{-\pi}^{\pi}\frac{e^{in\theta}\,d\theta}{E-E(\theta)},
\qquad \theta=ka.
\]

Let \(X_1\) and \(X_2\) be the two solutions at energy \(E\). Subtracting the quadratic relation at \(\cos\theta\) from the same relation at \(X_1\) gives

\[
E-E(\theta)=-4t_2(\cos\theta-X_1)(\cos\theta-X_2). \tag{15}
\]

We first need the response to one factor, the function \(F_n(X)\) whose Fourier transform is \(1/(\cos\theta-X)\). It satisfies

\[
\tfrac12(F_{n+1}+F_{n-1})-XF_n=\delta_{n0}.
\]

Away from the source it is \(F_n=A\lambda^{|n|}\), with \(|\lambda|<1\) and \(\lambda+1/\lambda=2X\). At \(n=0\) the equation reads \(A(\lambda-X)=1\). Since \(\lambda-X=(\lambda-1/\lambda)/2=i\sin ka\), the amplitude is \(A=1/(i\sin ka)\).

For \(X_1\neq X_2\), partial fractions combine the two factors:

\[
g_n=-\frac{F_n(X_1)-F_n(X_2)}{4t_2(X_1-X_2)}. \tag{16}
\]

For oblique states choose \(X_1=x_*-iy\), which has \(q>0\) and \(\kappa>0\). Then \(X_2\) is its conjugate, \(X_1-X_2=-2iy\), and the numerator is \(2i\,\mathrm{Im}\,F_n(X_1)\). Hence \(g_n=\mathrm{Im}\,F_n(X_1)/(4t_2y)\). Writing \(\sin ka=|\sin ka|e^{i\chi}\) for this \(k\), we obtain for \(n\ge0\)

\[
g_n=-\frac{e^{-n\kappa a}\cos(nqa-\chi)}{4t_2\,y\,|\sin ka|}. \tag{17}
\]

The response decays and oscillates. Its zeros as a function of continuous \(n\) are spaced by \(\pi/(qa)\), which exceeds one site because \(0<qa<\pi\). Over \(N\) steps the number of sign changes therefore differs from \(Nqa/\pi\) by less than one, provided no zero falls on a site.

In the window between the band edge and \(E_*\), with \(t_1<0<t_2\), both \(X_1\) and \(X_2\) exceed 1 and both \(\lambda\) are positive. Each \(F_n\) is then negative at every site, because \(\lambda-1/\lambda<0\). The inverse of the product in (15) corresponds to the convolution of two such functions, which is positive. Thus \(g_n\) is negative everywhere and has no sign changes.

We now have the condition for oblique states, formulas for both parts of their wavevector, and the link between the real part and the sign changes of a decaying response. What remains is to check these results on numerical examples, implement them reliably, and examine their use and limits for a silicon channel and for coupling to another band.
